# Six-band valence levels of a coherent cubic film of any orientation

## Result

A cubic film grows coherently on a thick cubic substrate of the same orientation. The unit normal is $n=(h,k,l)/\sqrt{h^2+k^2+l^2}$, the misfit strain is $e_0=(a_s-a_f)/a_f$ with $a_s$ and $a_f$ the relaxed lattice constants of substrate and film, and the top surface is free. In linear elasticity the strain in crystal axes is

$$\varepsilon=e_0\mathbf 1+\tfrac12(g n^T+n g^T),\qquad \Gamma(n)\,g=-e_0(C_{11}+2C_{12})\,n, \tag{1}$$

where $\Gamma_{ik}=C_{ijkl}n_jn_l$ is the Christoffel matrix. At zero wave vector the six valence states form three doublets, whose energies $E$ solve

$$E^3-\left(\tfrac12\mathrm{tr}S^2+\tfrac{\Delta^2}{3}\right)E-\det S+\tfrac{2\Delta^3}{27}=0. \tag{2}$$

Here $\Delta$ is the spin-orbit splitting and $S$ is the traceless strain matrix

$$S_{ii}=3b\left(\varepsilon_{ii}-\tfrac13\mathrm{tr}\,\varepsilon\right),\qquad S_{ij}=\sqrt3\,d\,\varepsilon_{ij}\quad(i\ne j). \tag{3}$$

Shear strains are tensor components, half the engineering shears. Energies are electron energies, so the valence edge is the highest level, $E_1$. They are measured from the barycentre of the doublets, which strain moves by $a_v\,\mathrm{tr}\,\varepsilon$. The edge therefore moves, relative to the unstrained film, by

$$\delta E_v=a_v\,\mathrm{tr}\,\varepsilon+E_1-\Delta/3. \tag{4}$$

The band offset to the substrate is not included. The model also leaves out any strain dependence of the spin-orbit coupling and any strain coupling to bands outside the six.

## Traction-free strain

**Film frame.** Let the rows of $R$ be orthonormal vectors $t_1,t_2,n$, and let primes denote film axes. Coherence fixes $\varepsilon'_{11}=\varepsilon'_{22}=e_0$ and $\varepsilon'_{12}=0$. With the rotated stiffness $C'_{abcd}=R_{ai}R_{bj}R_{ck}R_{dl}C_{ijkl}$, the free surface requires $\sigma'_{i3}=0$:

$$2C'_{i313}\varepsilon'_{13}+2C'_{i323}\varepsilon'_{23}+C'_{i333}\varepsilon'_{33}=-e_0(C'_{i311}+C'_{i322}). \tag{5}$$

The factors 2 arise because $\varepsilon'_{13}$ and $\varepsilon'_{31}$ both enter the sum. After this $3\times3$ solve, $\varepsilon=R^T\varepsilon'R$.

**Crystal frame.** The same strain follows without rotating a tensor. Let $u$ be the displacement gradient relative to the relaxed film. Coherence requires $ut=e_0t$ for every in-plane $t$. Hence $u-e_0\mathbf 1$ annihilates the plane and must have the form $gn^T$. Its symmetric part gives the strain in (1); its antisymmetric part is a rigid rotation, which does not change the levels to first order.

For a cubic crystal, with $A=C_{11}-C_{12}-2C_{44}$,

$$C_{ijkl}=C_{12}\delta_{ij}\delta_{kl}+C_{44}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+A\,\delta_{ijkl},$$

where $\delta_{ijkl}=1$ when all indices agree and is zero otherwise. The isotropic part of the strain produces the traction $e_0(C_{11}+2C_{12})n$, and the part from $g$ produces $\Gamma g$. Setting their sum to zero gives (1). Contracting with $n_jn_l$ gives

$$\Gamma_{ik}=D_i\delta_{ik}+c\,n_in_k,\qquad D_i=C_{44}+A n_i^2,\quad c=C_{12}+C_{44}.$$

Write $f=-e_0(C_{11}+2C_{12})$. Then $D_ig_i=n_i(f-c\,n\cdot g)$. Dividing by $D_i$, multiplying by $n_i$ and summing gives $n\cdot g=f\Sigma/(1+c\Sigma)$, with $\Sigma=\sum_j n_j^2/D_j$. Substitution back yields

$$g_i=\frac{f\,n_i/D_i}{1+c\Sigma}. \tag{6}$$

The solutions (5) and (6) were compared on eight planes, including (2 −3 7) and (5 1 0). Their strains agreed to a relative $10^{-5}$ or better. The surface traction from (6) stayed below $10^{-12}$ GPa, while the largest stress component exceeded 0.1 GPa.

## Pikus-Bir matrix

In the basis $X,Y,Z$ the orbital operators are $(L_i)_{jk}=-i\epsilon_{ijk}$, so

$$(L_aL_b)_{jk}=\delta_{ab}\delta_{jk}-\delta_{ak}\delta_{bj}.$$

The strain operator, without its hydrostatic term, is

$$-3b\sum_i\left(L_i^2-\tfrac23\right)\varepsilon_{ii}-2\sqrt3\,d\sum_{i<j}\tfrac12(L_iL_j+L_jL_i)\,\varepsilon_{ij}.$$

The diagonal element $j$ of $L_i^2-\frac23$ is $\frac13-\delta_{ij}$, which gives $-b\,\mathrm{tr}\,\varepsilon+3b\varepsilon_{jj}$. The symmetrised product has off-diagonal element $-\frac12$, which gives $+\sqrt3\,d\varepsilon_{ij}$. This is (3). With spin,

$$H=S\otimes\mathbf 1+\lambda M,\qquad M=L\cdot\sigma,\quad\lambda=\Delta/3. \tag{7}$$

For total angular momentum $j$, $M=j(j+1)-2-\frac34$. This equals $1$ for the four states with $j=\frac32$ and $-2$ for the two with $j=\frac12$, so unstrained levels lie at $\Delta/3$ and $-2\Delta/3$.

**Kramers pairs.** Let $T=(\mathbf 1\otimes i\sigma_y)K$, where $K$ is complex conjugation. $S$ is real, and $T$ reverses both $L$ and $\sigma$, so $T$ commutes with $H$. Because $i\sigma_y$ is real and squares to $-1$, $T^2=-1$. Antiunitarity means $\langle Ta|Tb\rangle=\langle b|a\rangle$. With $a=Tv$ and $b=v$,

$$\langle v|Tv\rangle=\langle T^2v|Tv\rangle=-\langle v|Tv\rangle=0.$$

Thus $v$ and $Tv$ are orthogonal states of equal energy. A magnetic field breaks this pairing.

**Cubic equation.** Each root counts twice, so $\sum_rE_r^m=\frac12\mathrm{Tr}H^m$. From $(M-1)(M+2)=0$ follow $M^2=2-M$ and $M^3=3M-2$, hence $\mathrm{Tr}M^2=12$ and $\mathrm{Tr}M^3=-12$. Terms linear in $M$ vanish because the Pauli matrices are traceless. The term $\mathrm{Tr}[(S\otimes\mathbf1)M^2]$ then reduces to $4\,\mathrm{tr}S=0$. Therefore

$$\sum E_r=0,\quad \sum E_r^2=\mathrm{tr}S^2+6\lambda^2,\quad \sum E_r^3=\mathrm{tr}S^3-6\lambda^3.$$

Three numbers with zero sum satisfy $E^3-\frac12(\sum E_r^2)E-\frac13\sum E_r^3=0$. Applied to the eigenvalues of $S$, the same identity gives $\mathrm{tr}S^3=3\det S$. Equation (2) follows.

With $p=\frac12\mathrm{tr}S^2+3\lambda^2$ and $q=\det S-2\lambda^3$, equation (2) reads $E^3-pE-q=0$. Setting $E=2\sqrt{p/3}\cos\phi$ and using $4\cos^3\phi-3\cos\phi=\cos3\phi$ gives

$$E_{r+1}=2\sqrt{\tfrac p3}\cos\left(\tfrac\theta3-\tfrac{2\pi r}{3}\right),\quad \cos\theta=\tfrac{3q}{2p}\sqrt{\tfrac3p},\quad r=0,1,2, \tag{8}$$

in descending order for $0\le\theta\le\pi$.

## Pseudocode

```
input h,k,l, e0, C11,C12,C44, b,d,a_v, Delta
n  = (h,k,l)/norm
t1 = normalise(k,-h,0), or (1,0,0) if h=k=0
t2 = cross(n,t1);  R = rows(t1,t2,n)
rotate C with R; solve (5); fill strain_film
strain = transpose(R) * strain_film * R
build S from (3); H = kron(S,1) + Delta/3 * L.sigma
E, V = Hermitian eigensolve(H), descending
check E[1]=E[2], E[3]=E[4], E[5]=E[6]
compare the pair energies with (8)
return pair energies, a_v*trace(strain), V
```

## Limits that test the code

**(001).** Here $\Gamma n=C_{11}n$, so $g=\gamma n$ with $\gamma=-e_0(C_{11}+2C_{12})/C_{11}$, and $\varepsilon_{zz}=-2(C_{12}/C_{11})e_0$. The eigenvalues of $S$ are $(-s,-s,2s)$ with $s=b\gamma$.

**(111).** Now $\Gamma n=\frac13(C_{11}+2C_{12}+4C_{44})n$. Again $g=\gamma n$, every off-diagonal strain is $\gamma/3$, and the diagonal of $S$ vanishes. The same eigenvalue pattern results, with

$$s=\sqrt3\,d\,\varepsilon_{xy}=-\frac{\sqrt3\,d\,e_0(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}}.$$

In both cases take the angular-momentum axis along $n$. The state with orbital component 1 and spin up is uncoupled, with energy $\lambda-s$: the heavy hole. The states (0, up) and (1, down) have diagonal elements $2s$ and $-s-\lambda$ and coupling $\sqrt2\lambda$, so

$$E_{hh}=\lambda-s,\qquad E_\pm=\tfrac12\left[s-\lambda\pm\sqrt{(3s+\lambda)^2+8\lambda^2}\right]. \tag{9}$$

The full procedure reproduced (9) on both planes to a relative $10^{-5}$ or better. For $s<0$, which is compression when $b,d<0$, the heavy hole is on top; for $s>0$ it is $E_+$.

**Strong and weak strain.** For $s<0$ and $|s|\gg\lambda$, expanding the root gives

$$E_{hh}-E_+\simeq2\lambda-\frac{2\lambda^2}{3|s|}.$$

The splitting saturates at $2\Delta/3$, but only for this axial pattern with $s<0$. When the two upper eigenvalues of $S$ differ, as on (113) or (110), it keeps growing with strain: with the parameters below and ten times the misfit, the linear model gives 58 meV on (001) but 73 meV on (113) and 137 meV on (110). In the opposite regime put $E=\lambda+x$ in (2):

$$3\lambda x^2+x^3-\tfrac12\mathrm{tr}S^2(\lambda+x)-\det S=0.$$

For large $\lambda$ this gives $x=\pm\sqrt{\mathrm{tr}S^2/6}$, the four-band result, whose splitting grows linearly with strain.

**(110).** The strain is axial, $\varepsilon=e_0\mathbf1+\gamma nn^T$, but $S$ is not. Its eigenvalues along $[110]$, $[1\bar10]$ and $[001]$ are $\frac12(b+\sqrt3d)\gamma$, $\frac12(b-\sqrt3d)\gamma$ and $-b\gamma$. The last two coincide when $d=\sqrt3\,b$. Otherwise heavy and light holes mix, even though $n$ is a principal strain axis.

## What each check can detect

The Kramers proof requires of $S$ only that it is real and symmetric. Pairing can therefore reveal errors in the spin-orbit matrix or spin ordering that break time-reversal symmetry, but not a wrong size or sign of $\lambda$, a wrong rotation or a wrong deformation potential. The (001) levels do not involve $d$ or $C_{44}$, and the (111) levels do not involve $b$. Neither plane has a shear $\varepsilon'_{13}$ or $\varepsilon'_{23}$. A low-symmetry comparison of (5) with (6) is therefore needed as well.

Another check sets $C_{44}=(C_{11}-C_{12})/2$ and $d=\sqrt3\,b$. Then $g\parallel n$ and $S=3b(\varepsilon-\frac13\mathrm{tr}\,\varepsilon)$, so orientation drops out. With the elastic constants $C_{11},C_{12}$ and $b$ used below, six planes gave the same levels within $10^{-12}$ eV.

## Worked example

The rough parameters are in the regime of silicon-germanium with about 20% germanium on silicon: $C_{11},C_{12},C_{44}=158,61,77$ GPa; $b,d,a_v=-2.2,-5.0,2.2$ eV; $\Delta=90$ meV; $e_0=-0.80\%$; thickness 10 nm.

For (113), with $t_1\parallel[1\bar10]$ and $t_2\parallel[33\bar2]$, the solve gives $\varepsilon'_{13}=0$, $\varepsilon'_{23}=-0.162\%$ and $\varepsilon'_{33}=0.503\%$. In crystal axes $\varepsilon_{xx}=\varepsilon_{yy}=-0.7441\%$, $\varepsilon_{zz}=0.3910\%$, $\varepsilon_{xy}=0.0559\%$ and $\varepsilon_{xz}=\varepsilon_{yz}=0.2824\%$. The trace is $2e_0+\varepsilon'_{33}=-1.0971\%$, so

$$S_{xx}=3(-2.2\ \mathrm{eV})(-0.7441+0.3657)\%=25.0\ \mathrm{meV}.$$

Likewise $S_{zz}=-49.9$, $S_{xy}=-4.8$ and $S_{xz}=-24.5$ meV. Then $p=5791\ \mathrm{meV}^2$ and $q=-1.196\times10^5\ \mathrm{meV}^3$. Equation (8) has $\cos\theta=-0.705$ and gives $E=62.2,\ 22.7,\ -84.9$ meV. The edge shift is $-24.14+62.18-30.00\approx8.0$ meV.

At fixed misfit and material parameters the planes compare as follows. The weight $w$ is the part of the top doublet with angular momentum $\pm\frac32$ along $n$.

| Plane | $\varepsilon'_{33}$ (%) | $E_1-E_2$ (meV) | $\delta E_v$ (meV) | $w$ |
|---|---|---|---|---|
| (001) | 0.618 | 38.8 | 9.6 | 1.000 |
| (113) | 0.503 | 39.5 | 8.0 | 0.995 |
| (112) | 0.421 | 39.9 | 6.8 | 0.994 |
| (123) | 0.416 | 40.3 | 6.9 | 0.990 |
| (111) | 0.343 | 39.8 | 5.3 | 1.000 |
| (110) | 0.401 | 41.2 | 7.1 | 0.981 |

The splitting varies by about 6% of its (001) value. From (001) to (111), $E_1$ rises by about 2 meV but the hydrostatic term falls by about 6 meV, so the edge shift drops by about 4 meV. On each plane the edge shift is itself a difference between larger terms, $E_1-\Delta/3$ and $|a_v\,\mathrm{tr}\,\varepsilon|$, and is therefore sensitive to $a_v$.

For (113) the four-band splitting is 64.2 meV, against 39.5 meV from six bands. Here $|s|\approx\lambda$: the axial parameters are $-31.2$ meV for (001) and $-33.0$ meV for (111), while $\lambda=30$ meV. The four-band expansion is therefore outside its regime.

The largest splitting inside any computed pair is $8\times10^{-14}$ meV. Adding a term $\sigma_z\times1$ meV splits the top (113) pair by 1.85 meV.

## Comparison with a real film

A real film of this kind has finite thickness, finite barriers and temperature-dependent occupation. To size confinement, add to the orbital matrix

$$K_{ij}=-\frac{\hbar^2}{2m_0}\left\{[(\gamma_1-2\gamma_2)k^2+6\gamma_2k_i^2]\delta_{ij}+6\gamma_3k_ik_j(1-\delta_{ij})\right\},$$

with rough Luttinger parameters $\gamma_{1,2,3}=5.0,0.6,1.7$. At zero in-plane wave vector this is proportional to $k_n^2$, so between hard walls at $z=0$ and $z=h_f$, with $z$ measured along $n$ and $h_f$ the film thickness, all components share the factor $\sin(\pi z/h_f)$. The wave vector $k=\pi n/h_f$ then gives the first standing wave of each doublet. For the 10 nm (113) film the top level falls by 10.3 meV, more than the 8.0 meV strain shift, and the first standing waves of the upper two doublets lie 43.9 meV apart. The second standing wave of the top doublet, at $k=2\pi n/h_f$, lies between them, 28.4 meV below the top level. Hard walls overstate the fall: a barrier of 0.10 to 0.15 eV on the substrate side, with a hard wall kept at the surface, reduces it to 8.4 to 8.8 meV, close to the strain shift; such barriers on both sides, as in a capped film, reduce it to 7.0 to 7.5 meV. For hard walls, an 80-point finite-difference calculation gives the same top level to about 0.001 meV. The (113) edge masses along $t_1,t_2,n$ are 0.19, 0.15 and 0.35 $m_0$, so one isotropic mass would be a poor substitute. These belong to the unconfined strained band; the top subband of the 10 nm hard-wall film has in-plane masses of about 0.23 and 0.16 $m_0$.

At 300 K, $kT=25.9$ meV and the unconfined splitting of 39.5 meV gives the second doublet a Boltzmann factor of 0.22 before density-of-states factors. In the 10 nm hard-wall film the factor is 0.18 for the first standing wave of the second doublet and 0.33 for the second standing wave of the top doublet, so an occupation estimate needs both. Raising $|d|$ by 10% adds 0.9 meV to the (113) splitting. Referring the misfit to $a_s$ instead of $a_f$ adds 0.15 meV, a measure of second-order strain ambiguity.

Coherence fails if misfit dislocations form. For a 60° dislocation with Burgers length $\beta=a_f/\sqrt2$ in an isotropic (001) film, a standard force-balance estimate is

$$\frac{1+\nu}{1-\nu}|e_0|h_c\beta=\frac{\beta^2(1-\nu/4)}{4\pi(1-\nu)}\left[\ln\frac{h_c}{\beta}+1\right],$$

where the shear modulus has cancelled. With $\nu=C_{12}/(C_{11}+C_{12})$ and $a_s=0.543$ nm it gives $h_c=12.5$ nm, only modestly above the film thickness. It does not transfer to other planes. It is an equilibrium threshold: films grown at low temperature can stay coherent, metastably, well beyond it. Full relaxation would remove the strain splitting altogether.

## Cost, stability and failure modes

Four successive index contractions rotate the stiffness with $4\times3^5=972$ multiplications. A $3\times3$ solve and a $6\times6$ eigensolve follow. Equations (6) and (8) avoid the rotation and the eigensolve when only zone-centre energies are needed.

- **Vanishing $D_i$.** $\Gamma$ is positive definite for a stable crystal, since $g^T\Gamma g$ is twice the elastic energy density of a nonzero strain. An individual $D_i$ can still vanish when $C_{11}-C_{12}\le C_{44}$. Formula (6) is then singular in form, so solve (1) directly.
- **Weak strain.** At zero strain $\cos\theta=-1$. An error $\eta$ in the cosine changes $\theta$ by about $\sqrt{2\eta}$, so (8) loses about half the digits. Clip the cosine to $[-1,1]$ and prefer the eigensolver for small splittings.
- **Arbitrary vectors.** Any rotation within a doublet is allowed, so the separate weights of $+\frac32$ and $-\frac32$ in one eigenvector have no fixed value. Their sum does: the projector $P_{3/2}$ on both states commutes with $T$, so it acts as a multiple of the identity within a Kramers doublet. The form $w=\frac12\mathrm{Tr}(P_{3/2}P_{top})$ makes this independence explicit.
- **Changed physics.** Unequal in-plane misfits invalidate (1), although (5) can be rebuilt with the new in-plane strains. A magnetic field invalidates (2).

The remaining levels and hydrostatic shifts are in the numerical output.

## Computed values

```
C11, C12, C44 = 158, 61, 77 GPa
b, d, a_v = -2.2, -5.0, 2.2 eV; spin-orbit = 90 meV
misfit strain e0 = -0.80 %; thickness = 10 nm
Luttinger parameters = 5.0, 0.6, 1.7
substrate lattice constant = 0.543 nm; temperature = 300 K
(113) film axes: t1=[1-10], t2=[33-2], n=[113]
(113) film strain 1n, 2n, nn = 0.0000, -0.1620, 0.5029 %
(113) crystal strain xx, zz = -0.7441, 0.3910 %
(113) crystal strain xy, xz = 0.0559, 0.2824 %
(113) S_xx, S_zz = 24.971, -49.942 meV
(113) S_xy, S_xz = -4.845, -24.459 meV
(113) cubic E^3-pE-q: p = 5790.61 meV^2, q = -119643.7 meV^3
Levels E1,E2,E3 from barycentre; shift = a_v tr(strain);
edge = top level minus unstrained top; w = heavy-hole weight along n
(001) E1,E2,E3 = 61.19, 22.42, -83.61 meV; E1-E2 = 38.77 meV
(001) strain nn = 0.6177 %; shift = -21.61 meV; edge = 9.58 meV; w = 1.0000
(113) E1,E2,E3 = 62.18, 22.68, -84.86 meV; E1-E2 = 39.51 meV
(113) strain nn = 0.5029 %; shift = -24.14 meV; edge = 8.05 meV; w = 0.9953
(112) E1,E2,E3 = 62.75, 22.82, -85.58 meV; E1-E2 = 39.93 meV
(112) strain nn = 0.4215 %; shift = -25.93 meV; edge = 6.82 meV; w = 0.9942
(123) E1,E2,E3 = 62.94, 22.66, -85.60 meV; E1-E2 = 40.28 meV
(123) strain nn = 0.4156 %; shift = -26.06 meV; edge = 6.89 meV; w = 0.9904
(111) E1,E2,E3 = 62.99, 23.18, -86.17 meV; E1-E2 = 39.81 meV
(111) strain nn = 0.3429 %; shift = -27.66 meV; edge = 5.33 meV; w = 1.0000
(110) E1,E2,E3 = 63.43, 22.24, -85.67 meV; E1-E2 = 41.18 meV
(110) strain nn = 0.4011 %; shift = -26.38 meV; edge = 7.05 meV; w = 0.9810
axial parameter s: (001) -31.190 meV, (111) -32.991 meV
largest splitting inside a Kramers pair = 8.3e-14 meV
(113) top pair split by 1 meV sigma_z term = 1.850 meV
(113) four-band E1-E2 = 64.19 meV; six-band = 39.51 meV
(113) top-edge mass along t1, t2, n = 0.187, 0.147, 0.353 m0
(113) hard-wall shift of top level = -10.32 meV
(113) hard-wall E1-E2 = 43.88 meV
finite-difference minus matrix top level = 0.0013 meV
kT = 25.85 meV; (113) exp[-(E1-E2)/kT] = 0.217
(113) E1-E2 change, misfit referred to a_s = 0.152 meV
(113) E1-E2 change, |d| raised 10% = 0.90 meV
(001) estimated critical thickness = 12.5 nm
```
